\section*{Purcell Factor from the Local Density of States of One Cavity Mode, part 2}

How much faster does an emitter decay into one leaky cavity mode than in a uniform material? Hartree atomic units are used, $\hbar=e=m=4\pi\varepsilon_0=1$, and $c$ is the speed of light. The materials are nonmagnetic, with relative permittivity $\varepsilon(\mathbf r)$.

The emitter is a point dipole at $\mathbf r$ in a material of index $n$, with transition frequency $\omega$ and dipole matrix element $d$ along the real unit vector $\mathbf e$. The cavity mode has the frequency $\omega_c$, the quality factor $Q\gg1$, the energy decay rate $\kappa=\omega_c/Q$, and the field $\mathbf f$ with $\int\varepsilon|\mathbf f|^2d^3r=1$. The decay rate $\Gamma$ is set by the local density of states (LDOS) $\rho$, projected on the dipole direction. The index 0 marks the uniform material and the index $c$ the cavity mode; $L$ is the Lorentzian line of the mode:
\begin{align}
\Gamma&=4\pi^2\omega d^2\rho,\qquad
\rho_0=\frac{n\omega^2}{3\pi^2c^3},\qquad
\Gamma_0=\frac{4n\omega^3d^2}{3c^3},\label{recall1}\\
\rho_c&=|\mathbf e\cdot\mathbf f(\mathbf r)|^2L(\omega),\qquad
L(\omega)=\frac{1}{2\pi}\frac{\kappa}{(\omega-\omega_c)^2+\kappa^2/4}.\label{recall2}
\end{align}
The coupling between emitter and mode is $g=d\sqrt{2\pi\omega_c}\,|\mathbf e\cdot\mathbf f(\mathbf r)|$.

The worked case has $\omega_c=0.03$ hartree, $n=3.5$, $Q=1000$, $d=5$ atomic units and a mode volume of one cubic wavelength in the material. The emitter is a tenth of that wavelength from an antinode, tilted by $30^\circ$ and detuned by $\kappa/2$.

The numerical list at the end also contains three tests of these results: a plane-wave sum against $\rho_0$, one level coupled to 2001 outside levels against $L$, and the driven field in an absorbing metal box against $\rho_c$. In the box, the small value across the field comes mostly from near-field loss and depends on the grid.

\subsection{Taking the ratio}

The emitter is the same in both surroundings, so $d$ cancels and the enhancement is a ratio of densities of states:
\begin{equation}
F=\frac{\rho_c}{\rho_0}
=\frac{3\pi^2c^3}{n\omega^2}\,|\mathbf e\cdot\mathbf f(\mathbf r)|^2L(\omega).
\label{ratio}
\end{equation}
Separate the height of the Lorentzian from its shape,
\begin{equation}
L(\omega)=\frac{2}{\pi\kappa}\,\frac{1}{1+4(\omega-\omega_c)^2/\kappa^2},
\qquad \frac{2}{\pi\kappa}=\frac{2Q}{\pi\omega_c}.
\end{equation}
Next, separate the strength of the field from its pattern. Let $\mathbf r_m$ be the point where $|\mathbf f|$ is largest within the material that holds the emitter, and define
\begin{equation}
\mathbf u(\mathbf r)=\frac{\mathbf f(\mathbf r)}{|\mathbf f(\mathbf r_m)|},
\qquad
V=\frac{1}{n^2|\mathbf f(\mathbf r_m)|^2}
=\frac{\int\varepsilon|\mathbf f|^2d^3r}{n^2|\mathbf f(\mathbf r_m)|^2}.
\label{V}
\end{equation}
Then $|\mathbf e\cdot\mathbf f|^2=|\mathbf e\cdot\mathbf u|^2/(n^2V)$. Insert both expressions in Eq.~(\ref{ratio}). In the slowly varying factor $1/\omega^2$, replace $\omega$ by $\omega_c$; for a detuning of a few $\kappa$ the relative error is of order $1/Q$. The prefactor is
\begin{equation}
\frac{3\pi^2c^3}{n\omega_c^2}\,\frac{2Q}{\pi\omega_c}\,\frac{1}{n^2V}
=\frac{6\pi c^3}{n^3\omega_c^3}\,\frac QV
=\frac{6\pi}{8\pi^3}\left(\frac{\lambda}{n}\right)^3\frac QV ,
\end{equation}
because the vacuum wavelength $\lambda=2\pi c/\omega_c$ gives $c^3/\omega_c^3=\lambda^3/8\pi^3$. The result is
\begin{equation}
F=\frac{3}{4\pi^2}\left(\frac\lambda n\right)^3\frac QV\;
|\mathbf e\cdot\mathbf u(\mathbf r)|^2\;
\frac{1}{1+4(\omega-\omega_c)^2/\kappa^2}.
\label{F}
\end{equation}
The total decay rate is $\Gamma_0(F+F_{\rm other})$, where $F_{\rm other}$ collects all other modes. Far from resonance $F$ tends to zero, and the decay that remains is set by $F_{\rm other}$. This depends on the surroundings and can be much smaller than one, or even zero if no other mode is available at the emitter frequency.

\subsection{Reading the factors}

The choice of $\mathbf r_m$ is a convention. Another reference point changes $V$ and $\mathbf u$, but leaves $|\mathbf u|^2/V=n^2|\mathbf f|^2$ as it was, and $F$ with it. A quoted mode volume has a use in Eq.~(\ref{F}) only together with the reference point that defines it.

For a real mode field at an angle $\theta$ to the dipole, $|\mathbf e\cdot\mathbf u|^2=|\mathbf u|^2\cos^2\theta$. Averaged over all dipole directions it is $|\mathbf u|^2/3$. A circularly polarized field behaves differently: with $\mathbf u=(1,i,0)/\sqrt2$, a linear dipole at any angle $\phi$ in the plane has $|\cos\phi+i\sin\phi|^2/2=1/2$, and no direction in the plane is dark.

The integral of $\rho_c$ over frequency is $|\mathbf e\cdot\mathbf f|^2$, independent of $Q$. A better mirror therefore makes the resonance higher and narrower in equal measure. A smaller volume, in contrast, raises the whole line.

\subsection{A worked case}

Take round model parameters: $\omega_c=0.03$ hartree, $n=3.5$, $Q=1000$, $V=(\lambda/n)^3$ and $d=5$ atomic units. The wavelength is 28701 bohr, or 1519 nm. The ideal factor is
\begin{equation}
\frac{3}{4\pi^2}\times1000=75.99 .
\end{equation}
Near the emitter the mode is a standing wave, and the emitter is displaced by a tenth of the wavelength in the material from an antinode. This gives the factor $\cos^2(2\pi\times0.1)=0.6545$. The dipole is tilted by $30^\circ$, which gives $\cos^230^\circ=0.75$. The detuning is $\kappa/2$, which gives $1/(1+1)=0.5$. Together,
\begin{equation}
F=75.99\times0.6545\times0.75\times0.5=18.65 .
\end{equation}
Three moderate imperfections have removed three quarters of the ideal enhancement.

With $\Gamma_0=1.226\times10^{-9}$ atomic units, the rate into the mode is $F\Gamma_0=2.286\times10^{-8}$. The corresponding times are 19.73 ns and 1.058 ns. If $F_{\rm other}$ were 1, an assumption that this model does not supply, a fraction $18.65/19.65=0.95$ of the photons would enter the mode. They need not all leave as useful light, since $\kappa$ contains absorption as well as the wanted leakage.

\subsection{An open cavity with a known solution}

A dielectric sphere of radius $a$ and index $n=3.5$ in vacuum tests the formula with its absolute prefactor. It loses energy by radiation alone, and the emission of a dipole inside it can be summed over multipoles without using a mode volume. Put a radial dipole on the polar axis at radius $r$. Waves whose electric field is purely tangential do not couple to it. The other waves have a radial field on the axis only if their azimuthal number is zero, so at each frequency one wave of each multipole order $l$ takes part.

First, find the share of order $l$ in a uniform material. Let $k_n=n\omega/c$ and $z=k_nr$. The regular wave has
\begin{equation}
E_r=k_n\,l(l+1)\frac{j_l(z)}{z}P_l(\cos\theta),\qquad
E_\theta=\frac{\psi_l'(z)}{r}\frac{dP_l}{d\theta},
\end{equation}
with $\psi_l=zj_l$. In a large sphere of radius $R$, $\psi_l'$ oscillates with unit amplitude and the integral of $E^2$ is $(R/2)\,4\pi l(l+1)/(2l+1)$. The allowed $k_n$ are spaced by $\pi/R$. On the axis $P_l=1$, so the normalized $E_r^2$ times $R/\pi$ is
\begin{equation}
\frac{k_n^2\,l(l+1)(2l+1)}{2\pi^2}\left[\frac{j_l(z)}{z}\right]^2 .
\end{equation}
The total from Eq.~(\ref{recall1}), per unit $k_n$ and without the common factor $1/n^2$, is $k_n^2/3\pi^2$. The share is the quotient,
\begin{equation}
s_l=\frac32\,l(l+1)(2l+1)\left[\frac{j_l(z)}{z}\right]^2 .
\end{equation}
At the centre $j_1/z\to1/3$, so $s_1=1$ and all other shares vanish.

Now add the surface. Let $\xi_l=\psi_l+i\eta_l$ with $\eta_l=zy_l$ be the outgoing wave. The dipole sends out $\xi_l$, the surface returns $R_l\psi_l$, and $T_l\xi_l$ leaves. The index 1 denotes the argument $n\omega a/c$ and the index 0 the argument $\omega a/c$. Continuity of the tangential magnetic and electric fields requires
\begin{equation}
\xi_1+R_l\psi_1=T_l\xi_0,\qquad
\frac1n\left(\xi_1'+R_l\psi_1'\right)=T_l\xi_0' .
\end{equation}
The factor $1/n$ arises because the electric field contains the radial derivative, which brings a factor $n$, divided by $n^2$. Multiply the first equation by $\psi_1'$ and the second by $n\psi_1$, and subtract; $R_l$ cancels. The left side is $\xi_1\psi_1'-\xi_1'\psi_1=-i$, since $\psi\eta'-\psi'\eta=1$. Hence
\begin{equation}
T_l=\frac{-i}{D_l},\qquad D_l=\psi_1'\xi_0-n\psi_1\xi_0' .
\end{equation}
For equal amplitudes, the outgoing power in the material is $1/n$ of that in vacuum. The emitted power relative to the uniform material is therefore
\begin{equation}
\frac{\Gamma}{\Gamma_0}=\sum_l s_l\,\frac{n}{|D_l|^2}.
\label{sphere}
\end{equation}

The complex zero of $D_5$ lies at $\omega a/c=2.621$ with $Q=5488$. The mode integral gives $V=0.832\,(\lambda/n)^3$. At its complex frequency, the field of a leaky mode grows at large distance and this integral diverges, so it must be cut off; it was ended at $r=\sqrt{l(l+1)}\,c/\omega_c$, where the outside field turns from evanescent to travelling. At low $Q$ the choice of this cut would matter, and Eq.~(\ref{V}) would lose its meaning.

At $r=0.65a$ the field factor is 0.9745, and
\begin{equation}
F=\frac{3}{4\pi^2}\,\frac{5488}{0.832}\times0.9745\simeq488 .
\end{equation}
The multipole sum of Eq.~(\ref{sphere}) gives the same value to three digits. A closer comparison would have little meaning, because $V$ depends slightly on where the integral is cut. All orders other than $l=5$ contribute 0.036 to it, much less than the 1 of a uniform material: a background of one would have been a poor guess here. For four positions and detunings of $-\kappa$, 0 and $\kappa/2$, the resonant multipole differs from Eq.~(\ref{F}) by at most 0.27 per cent.

\subsection{When the photon comes back}

The golden rule assumes that the photon leaves before it can be reabsorbed. Let $a$ and $b$ now be the amplitudes of the excited emitter and of the photon in the mode, in a frame rotating at $\omega_c$, with $\Delta=\omega-\omega_c$:
\begin{equation}
\dot a=-i\Delta a-igb,\qquad \dot b=-\frac\kappa2b-iga .
\end{equation}
If $g\ll\kappa$, the photon amplitude follows the emitter, $\dot b\simeq-i\Delta b$, and $b=-iga/(\kappa/2-i\Delta)$. The decay rate of $|a|^2$ is then
\begin{equation}
2\,\mathrm{Re}\,\frac{g^2}{\kappa/2-i\Delta}
=\frac{g^2\kappa}{\Delta^2+\kappa^2/4}=2\pi g^2L(\omega),
\end{equation}
which is the golden rule again. On resonance it equals $4g^2/\kappa$.

Without this approximation, solutions $e^{st}$ on resonance obey $s(s+\kappa/2)+g^2=0$, or
\begin{equation}
s=-\frac\kappa4\pm\sqrt{\frac{\kappa^2}{16}-g^2}.
\end{equation}
For $g>\kappa/4$ the root is imaginary. The excitation oscillates between emitter and mode, and its envelope decays at $\kappa/2$ however large $g$ is. At $g=\kappa$ the master equation, which follows the populations of emitter and mode together with the coherence between them, gives $0.5\kappa$, where the Purcell rate would be $4\kappa$.

In the worked case $g/\kappa=0.0195$. The master equation gives the rate $2.281\times10^{-8}$, which is 0.2 per cent below $F\Gamma_0$. Most of this is the replacement of $\omega$ by $\omega_c$: $F\Gamma_0$ contains $(\omega/\omega_c)^3$, which is 1.0015 here, while $g$ was evaluated at $\omega_c$.

\subsection{Broad emitter lines}

At room temperature the emitter line can be wider than the cavity line. As a simple model, let pure dephasing alone give the emitter the full linewidth $\gamma$. In a light-emitting diode much of the width comes instead from the thermal spread of carrier energies, which this model does not describe. Denote the excited population by $p$ and the coherence between emitter and mode by $q$. Its damping is half of $K=\kappa+\gamma$. For weak coupling the population of the mode is negligible in the equation for $q$, and
\begin{equation}
\dot p=-2g\,\mathrm{Im}\,q,\qquad
\dot q=-\left(\frac K2+i\Delta\right)q+igp .
\end{equation}
When $q$ follows $p$, setting $\dot q=0$ gives $q=igp/(K/2+i\Delta)$, and
\begin{equation}
-\frac{\dot p}{p}=2g^2\,\frac{K/2}{K^2/4+\Delta^2}
=\frac{4g^2}{\kappa+\gamma}\,\frac{1}{1+4\Delta^2/(\kappa+\gamma)^2}.
\end{equation}
Compared with the narrow line, the peak is multiplied by $\kappa/(\kappa+\gamma)$, and the width in the detuning factor becomes $\kappa+\gamma$. In Eq.~(\ref{F}), $Q$ is thereby replaced by
\begin{equation}
Q\,\frac{\kappa}{\kappa+\gamma}=\frac{\omega_c}{\kappa+\gamma}.
\end{equation}
For $\gamma\gg\kappa$ this tends to $\omega_c/\gamma$, and a higher cavity $Q$ no longer speeds up the emission. A smaller mode volume still does, as long as the coupling remains weak, $4g^2\ll\kappa(\kappa+\gamma)$.

For $\gamma=9\kappa$ the worked case becomes
\begin{equation}
F=75.99\times0.6545\times0.75\times\frac1{10}\times\frac1{1.01}=3.69 ,
\end{equation}
in agreement with the master equation. The half-linewidth detuning that cost a factor of two before now costs one per cent, since the emitter line covers the whole resonance. The numerical output below lists these values and the tests.

\section*{Numbers as computed}
\begin{verbatim}
Plane-wave sum / uniform LDOS integral: 0.9988
Largest relative error of Lorentzian weight: 0.0257
Box: largest relative LDOS error: 0.00109
Box: LDOS at 30 deg / 0 deg: 0.7500
Box: LDOS at 60 deg / 0 deg: 0.2500
Box: LDOS across / along the field: 9.8e-05
Sphere: index 3.5, multipole order 5
Sphere: resonance w*radius/c: 2.62143
Sphere: Q from complex resonance: 5488
Sphere: V/(lambda/n)^3: 0.8320
Sphere: largest inner field at r/radius 0.683, polar angle 0.0 deg
Sphere: emitter r/radius 0.65, |e.u|^2: 0.9745
Sphere: F from mode formula: 488.5
Sphere: full multipole sum: 488.5
Sphere: part from other multipoles: 0.036
Sphere: largest relative error, 12 cases: 0.00270
Example: mode frequency 0.03 hartree, index 3.5, Q 1000
Example: dipole 5.0 a.u., V/(lambda/n)^3 1.0
Example: offset 0.1 wavelengths in material, tilt 30.0 deg
Example: detuning 0.5 kappa
Vacuum wavelength: 28701 bohr = 1519 nm
kappa: 3.00e-05 hartree
Mode volume: 5.514e+11 bohr^3
Ideal Purcell factor: 75.99
Position factor: 0.6545
Orientation factor: 0.7500
Detuning factor: 0.5000
Purcell factor F: 18.65
Rate in uniform material: 1.226e-09 a.u.
Rate into the mode, F*rate: 2.286e-08 a.u.
Rate from master equation: 2.281e-08 a.u.
1/rate, uniform: 8.157e+08 a.u. = 19.73 ns
1/rate, mode only: 4.374e+07 a.u. = 1.058 ns
g/kappa at best place and direction: 0.0278
g/kappa of this emitter: 0.0195
Broad line: gamma/kappa 9.0, F: 3.69
Broad line: F from master equation: 3.69
Strong coupling g = kappa: decay rate/kappa: 0.5000
Strong coupling g = kappa: 4g^2/kappa^2 would give: 4.0
\end{verbatim}
